# Orbital mixing and bond length in the shapes of CH3 and SiH3: a numerical check

```python
"""Why is SiH3 pyramidal and CH3 planar?  Unrestricted inversion scans.

Result under test: for a bend theta of all M-H bonds out of the plane,
    E = E0 + K theta^2 / 2,   K = K_frozen - K_mix,
    K_mix = 2 F1 . M^-1 . F1.
K_frozen : curvature with planar orbitals carried along, not relaxed
F1       : d(occupied-virtual Fock elements)/d(theta), carried orbitals
M        : real UHF orbital Hessian at the planar geometry
The formula for K_mix is compared with separate self-consistent energies.
Convention A orthonormalizes all carried orbitals symmetrically;
convention B orthonormalizes only the occupied ones.
Lengths are in angstrom internally and are printed in nm.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import minimize_scalar
from pyscf import gto, scf, mp, lib
from pyscf.data.elements import MASSES

lib.num_threads(1)
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR_NM = const.physical_constants["Bohr radius"][0] * 1e9


def build(center, bond, theta, basis="def2-svp"):
    """MH3 doublet, or the bare H3 quartet cage when center is None."""
    atoms = [] if center is None else [(center, (0.0, 0.0, 0.0))]
    for phi in 2 * np.pi * np.arange(3) / 3:
        atoms.append(("H", (bond * np.cos(theta) * np.cos(phi),
                            bond * np.cos(theta) * np.sin(phi),
                            -bond * np.sin(theta))))
    return gto.M(atom=atoms, basis=basis, spin=3 if center is None else 1,
                 verbose=0)


def solve(mol):
    """Self-consistent UHF from a spin-symmetric atomic guess."""
    mf = scf.UHF(mol)
    mf.chkfile = None
    mf.conv_tol = 1e-11
    mf.max_cycle = 150
    guess = np.asarray(scf.hf.init_guess_by_minao(mol))
    mf.kernel(dm0=np.array([guess / 2, guess / 2]))
    assert mf.converged
    return mf


def energy(center, bond, theta, basis="def2-svp"):
    return solve(build(center, bond, theta, basis)).e_tot


def curvature(function, step=0.04):
    """Second derivative at zero of an even energy function, eV/rad^2."""
    origin = function(0.0)
    near = 2 * (function(step) - origin) / step**2
    far = 2 * (function(2 * step) - origin) / (2 * step)**2
    return HARTREE * (4 * near - far) / 3


def best_bond(center, guess, theta):
    """Bond length and energy at the minimum of a local cubic fit."""
    shifts = np.linspace(-0.04, 0.04, 5)
    values = np.array([energy(center, guess + s, theta) for s in shifts])
    fit = np.polyfit(shifts, values - values[2], 3)
    low = minimize_scalar(lambda s: np.polyval(fit, s),
                          bounds=(-0.04, 0.04), method="bounded")
    assert abs(low.x) < 0.038
    return guess + low.x, values[2] + low.fun


def orthonormalize(orbitals, overlap):
    values, vectors = np.linalg.eigh(orbitals.T @ overlap @ orbitals)
    return orbitals @ (vectors / np.sqrt(values)) @ vectors.T


def analyse(center, bond):
    """Curvature, frozen parts, mixing by formula, and its channels."""
    mol0 = build(center, bond, 0.0)
    mf0 = solve(mol0)
    coeff, nocc = mf0.mo_coeff, mf0.nelec

    def carried(theta, all_orbitals=True):
        mol = build(center, bond, theta)
        overlap = mol.intor("int1e_ovlp")
        orbitals = []
        for spin in (0, 1):
            c = coeff[spin]
            if not all_orbitals:
                c = c[:, :nocc[spin]]
            orbitals.append(orthonormalize(c, overlap))
        density = np.array([o[:, :n] @ o[:, :n].T
                            for o, n in zip(orbitals, nocc)])
        mf = scf.UHF(mol)
        mf.chkfile = None
        return mf, orbitals, density

    def frozen_energy(theta, all_orbitals):
        mf, _, density = carried(theta, all_orbitals)
        return mf.energy_tot(density)

    def coupling(theta):
        mf, orbitals, density = carried(theta)
        fock = mf.get_hcore() + np.asarray(mf.get_veff(mf.mol, density))
        return [o[:, :n].T @ f @ o[:, n:]
                for o, f, n in zip(orbitals, fock, nocc)]

    total = curvature(lambda t: energy(center, bond, t))
    frozen_a = curvature(lambda t: frozen_energy(t, True))
    frozen_b = curvature(lambda t: frozen_energy(t, False))

    step = 0.02
    slopes = [(p - m) / (2 * step)
              for p, m in zip(coupling(step), coupling(-step))]
    slope = np.concatenate([s.ravel() for s in slopes])

    eri = mol0.intor("int2e")

    def integrals(a, b, c, d):
        return np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, a, b, c, d,
                         optimize=True)

    occ = [coeff[s][:, :nocc[s]] for s in (0, 1)]
    vir = [coeff[s][:, nocc[s]:] for s in (0, 1)]
    blocks = []
    for s in (0, 1):
        size = slopes[s].size
        iajb = integrals(occ[s], vir[s], occ[s], vir[s])
        ijab = integrals(occ[s], occ[s], vir[s], vir[s])
        block = (2 * iajb - ijab.transpose(0, 2, 1, 3)
                 - iajb.transpose(0, 3, 2, 1)).reshape(size, size)
        levels = mf0.mo_energy[s]
        gaps = levels[None, nocc[s]:] - levels[:nocc[s], None]
        blocks.append(block + np.diag(gaps.ravel()))
    cross = 2 * integrals(occ[0], vir[0], occ[1], vir[1])
    cross = cross.reshape(slopes[0].size, slopes[1].size)
    hessian = np.block([[blocks[0], cross], [cross.T, blocks[1]]])
    response = np.linalg.solve(hessian, slope)
    parts = 2 * HARTREE * slope * response
    alpha = parts[:slopes[0].size].reshape(slopes[0].shape)
    beta = parts[slopes[0].size:].reshape(slopes[1].shape)

    overlap = mol0.intor("int1e_ovlp")
    somo = occ[0][:, -1]
    partner = np.argmax(np.abs(vir[1].T @ overlap @ somo))
    signs = np.array([-1.0 if name.strip().endswith(("pz", "xz", "yz"))
                      else 1.0 for name in mol0.ao_labels()])
    to_empty = alpha[-1].sum()
    from_filled = beta[:, partner].sum()
    return {
        "K": total, "A": frozen_a, "B": frozen_b, "mix": parts.sum(),
        "empty": to_empty, "filled": from_filled,
        "rest": parts.sum() - to_empty - from_filled,
        "strength": HARTREE**2 * slope @ slope,
        "gap": HARTREE * (slope @ slope) / (slope @ response),
        "parity": somo @ overlap @ (signs * somo),
        "lowest": np.linalg.eigvalsh(hessian)[0],
        "spin": mf0.spin_square()[0],
    }


# Planar bond lengths and inversion scans.
bonds, planar = {}, {}
for atom, start in (("C", 1.08), ("Si", 1.475)):
    bonds[atom], planar[atom] = best_bond(atom, start, 0.0)
degrees = np.arange(0, 33, 4)
angles = np.radians(degrees)
mirrored = np.concatenate([-angles[:0:-1], angles])
scans, splines, spline_k, global_k = {}, {}, {}, {}
for atom in ("C", "Si"):
    raw = np.array([energy(atom, bonds[atom], t) for t in angles])
    scan = HARTREE * (raw - raw[0])
    scans[atom] = scan
    splines[atom] = make_interp_spline(
        mirrored, np.concatenate([scan[:0:-1], scan]), k=5)
    spline_k[atom] = float(splines[atom].derivative(2)(0.0))
    # A single smooth fit over the full range, printed for comparison.
    global_k[atom] = 2 * np.polyfit(angles**2, scan, 4)[-2]
    for off_grid in np.radians([2.0, 6.0]):
        direct = HARTREE * (energy(atom, bonds[atom], off_grid) - raw[0])
        error = abs(direct - float(splines[atom](off_grid)))
        assert error < 1e-3, (atom, off_grid, error)
assert np.all(np.diff(scans["C"]) > 0)
assert scans["Si"].min() < 0 < scans["Si"][-1]


def potential(theta):
    return splines["Si"](theta)


lowest = minimize_scalar(lambda t: float(potential(t)),
                         bounds=(0.08, 0.52), method="bounded")
theta_min = float(lowest.x)
bent = solve(build("Si", bonds["Si"], theta_min))
flat_energy = energy("Si", bonds["Si"], 0.0)
barrier = HARTREE * (flat_energy - bent.e_tot)
assert abs(barrier + potential(theta_min) - potential(0.0)) < 2e-3
xyz = bent.mol.atom_coords()
cosine = xyz[1] @ xyz[2] / np.linalg.norm(xyz[1]) / np.linalg.norm(xyz[2])
hmh = np.degrees(np.arccos(cosine))
assert abs(np.sin(np.radians(hmh / 2))
           - np.sqrt(3) / 2 * np.cos(theta_min)) < 1e-8

# Each central atom at both bond lengths.
table = {(a, b): analyse(a, bonds[b]) for a in ("C", "Si")
         for b in ("C", "Si")}
for atom in ("C", "Si"):
    row = table[atom, atom]
    assert row["lowest"] > 0 and row["parity"] < -0.999
    assert abs(row["mix"] - (row["A"] - row["K"])) < 0.02 * row["mix"]
    assert abs(spline_k[atom] - row["K"]) < 0.3, (
        atom, spline_k[atom], global_k[atom], row["K"], scans[atom])
assert table["C", "C"]["K"] > 0 > table["Si", "Si"]["K"]
cage = {b: curvature(lambda t: energy(None, bonds[b], t))
        for b in ("C", "Si")}
assert cage["C"] > cage["Si"]

# Larger basis and correlation, both molecules at the same bend.
levels = {}
for atom, core in (("C", 1), ("Si", 5)):
    small = HARTREE * (energy(atom, bonds[atom], theta_min)
                       - energy(atom, bonds[atom], 0.0))
    hf, corr = [], []
    for t in (0.0, theta_min):
        mf = solve(build(atom, bonds[atom], t, "def2-tzvp"))
        hf.append(mf.e_tot)
        corr.append(mf.e_tot + mp.UMP2(mf, frozen=core).kernel()[0])
    levels[atom] = (small, HARTREE * (hf[1] - hf[0]),
                    HARTREE * (corr[1] - corr[0]))
assert min(levels["C"]) > 0 > max(levels["Si"])

# Bond relaxation, quantum inversion and field effects for SiH3.
relaxed_bond, relaxed_energy = best_bond("Si", bonds["Si"], theta_min)
relaxation = HARTREE * (bent.e_tot - relaxed_energy)
m_h, m_si = MASSES[1], MASSES[14]
inertia = (3 * m_h * m_si / (m_si + 3 * m_h) * const.atomic_mass
           * (bonds["Si"] * 1e-10)**2)
kinetic = const.hbar**2 / (2 * inertia) / const.e


def inversion_levels(points):
    grid = np.linspace(-angles[-1], angles[-1], points + 2)[1:-1]
    scale = kinetic / (grid[1] - grid[0])**2
    return eigh_tridiagonal(2 * scale + potential(grid),
                            np.full(points - 1, -scale),
                            select="i", select_range=(0, 1))[0]


coarse, fine = inversion_levels(1001), inversion_levels(2001)
splitting = fine[1] - fine[0]
assert abs(coarse[1] - coarse[0] - splitting) < 0.02 * splitting
zero_point = fine.mean() - float(potential(theta_min))
dipole = abs(bent.dip_moment(unit="AU", verbose=0)[2]) * BOHR_NM
field_mv_cm = 5.0
field_v_nm = field_mv_cm * 1e6 * 1e2 * 1e-9
thermal = const.k * 300 / const.e

print("UHF/def2-SVP unless another level is named")
for atom in ("C", "Si"):
    print(f"{atom}H3 planar bond length: {bonds[atom] / 10:.4f} nm")
print("Scan: bend (deg), CH3 energy (eV), SiH3 energy (eV)")
for d, c, s in zip(degrees, scans["C"], scans["Si"]):
    print(f"  {d:2d}  {c:8.4f}  {s:8.4f}")
print(f"SiH3 minimum: bend {np.degrees(theta_min):.2f} deg, "
      f"H-Si-H {hmh:.2f} deg")
print(f"SiH3 inversion barrier at fixed bond: {barrier:.4f} eV")
print("Curvatures in eV/rad^2; A and B are the two conventions")
for atom in ("C", "Si"):
    print(f"{atom}H3 scan curvature: spline {spline_k[atom]:.3f}, "
          f"single global fit {global_k[atom]:.3f}")
for (atom, source), r in table.items():
    print(f"{atom}H3 at {source}-H length {bonds[source] / 10:.4f} nm: "
          f"K {r['K']:.3f}")
    print(f"  A: frozen {r['A']:.3f}, mixing {r['A'] - r['K']:.3f}; "
          f"mixing by formula {r['mix']:.3f}")
    print(f"  B: frozen {r['B']:.3f}, mixing {r['B'] - r['K']:.3f}")
    print(f"  A channels: SOMO-empty {r['empty']:.3f}, "
          f"filled-SOMO {r['filled']:.3f}, rest {r['rest']:.3f}")
    print(f"  squared coupling {r['strength']:.2f} eV^2/rad^2, "
          f"effective gap {r['gap']:.2f} eV")
    print(f"  SOMO reflection parity {r['parity']:.3f}, "
          f"<S^2> {r['spin']:.4f}, lowest M {r['lowest']:.4f} hartree")
for source in ("C", "Si"):
    print(f"H3 quartet cage at {source}-H length: "
          f"K {cage[source]:.3f} eV/rad^2")
print("E(SiH3 minimum bend) - E(planar), same bend for both, eV:")
for atom in ("C", "Si"):
    a, b, c = levels[atom]
    print(f"  {atom}H3: UHF/SVP {a:.4f}, UHF/TZVP {b:.4f}, "
          f"UMP2/TZVP {c:.4f}")
print(f"SiH3 bent bond length {relaxed_bond / 10:.4f} nm, "
      f"relaxation gain {relaxation:.5f} eV")
print(f"SiH3 inversion zero-point energy: {zero_point:.4f} eV")
print(f"SiH3 tunnelling splitting: {splitting:.3e} eV")
print(f"Thermal energy at 300 K: {thermal:.4f} eV")
print(f"SiH3 axial dipole: {dipole:.5f} e nm")
print(f"Well difference at {field_mv_cm:.1f} MV/cm: "
      f"{2 * dipole * field_v_nm:.5f} eV")
print("every check passed")
```

Output:

```
UHF/def2-SVP unless another level is named
CH3 planar bond length: 0.1081 nm
SiH3 planar bond length: 0.1467 nm
Scan: bend (deg), CH3 energy (eV), SiH3 energy (eV)
   0    0.0000    0.0000
   4    0.0036   -0.0440
   8    0.0198   -0.1478
  12    0.0629   -0.2562
  16    0.1518   -0.3223
  20    0.3061   -0.3160
  24    0.5439   -0.2181
  28    0.8811   -0.0167
  32    1.3324    0.2963
SiH3 minimum: bend 17.73 deg, H-Si-H 111.15 deg
SiH3 inversion barrier at fixed bond: 0.3298 eV
Curvatures in eV/rad^2; A and B are the two conventions
CH3 scan curvature: spline 1.283, single global fit 1.405
SiH3 scan curvature: spline -19.272, single global fit -16.524
CH3 at C-H length 0.1081 nm: K 1.285
  A: frozen 695.498, mixing 694.212; mixing by formula 692.326
  B: frozen 16.232, mixing 14.947
  A channels: SOMO-empty 546.182, filled-SOMO 5.943, rest 140.202
  squared coupling 27765.81 eV^2/rad^2, effective gap 80.21 eV
  SOMO reflection parity -1.000, <S^2> 0.7612, lowest M 0.2813 hartree
CH3 at Si-H length 0.1467 nm: K -4.311
  A: frozen 142.093, mixing 146.405; mixing by formula 146.340
  B: frozen 12.094, mixing 16.406
  A channels: SOMO-empty 102.224, filled-SOMO 5.039, rest 39.077
  squared coupling 3777.85 eV^2/rad^2, effective gap 51.63 eV
  SOMO reflection parity -1.000, <S^2> 0.8452, lowest M 0.0947 hartree
SiH3 at C-H length 0.1081 nm: K -7.326
  A: frozen 1135.691, mixing 1143.017; mixing by formula 1138.147
  B: frozen 15.169, mixing 22.496
  A channels: SOMO-empty 618.833, filled-SOMO 3.209, rest 516.105
  squared coupling 54328.79 eV^2/rad^2, effective gap 95.47 eV
  SOMO reflection parity -1.000, <S^2> 0.7586, lowest M 0.1832 hartree
SiH3 at Si-H length 0.1467 nm: K -19.194
  A: frozen 289.563, mixing 308.757; mixing by formula 308.365
  B: frozen 12.039, mixing 31.233
  A channels: SOMO-empty 198.125, filled-SOMO 5.452, rest 104.788
  squared coupling 7771.88 eV^2/rad^2, effective gap 50.41 eV
  SOMO reflection parity -1.000, <S^2> 0.7676, lowest M 0.1433 hartree
H3 quartet cage at C-H length: K 4.575 eV/rad^2
H3 quartet cage at Si-H length: K 1.197 eV/rad^2
E(SiH3 minimum bend) - E(planar), same bend for both, eV:
  CH3: UHF/SVP 0.2094, UHF/TZVP 0.2174, UMP2/TZVP 0.2292
  SiH3: UHF/SVP -0.3298, UHF/TZVP -0.3629, UMP2/TZVP -0.2495
SiH3 bent bond length 0.1481 nm, relaxation gain 0.00626 eV
SiH3 inversion zero-point energy: 0.0540 eV
SiH3 tunnelling splitting: 4.604e-06 eV
Thermal energy at 300 K: 0.0259 eV
SiH3 axial dipole: 0.00319 e nm
Well difference at 5.0 MV/cm: 0.00319 eV
every check passed
```
